# One Chebyshev Filter per Density Update: Degree and Iteration Count: test program

```python
"""
Chebyshev-filtered subspace iteration with ONE filter per density update.

Result under test: near self-consistency the density error d and the subspace
error Z (virtual a mixed into occupied i) follow the linear map
    Z'_ai = g_ai Z_ai - (1 - g_ai) dV_ai / (eps_a - eps_i)
    d'    = (1 - alpha) d + alpha (4/h) sum_ai phi_a phi_i Z'_ai
with g_ai = T_m(x_a)/T_m(x_i) for a outside the carried block and 0 inside it.
Its spectral radius limits the convergence rate; at high degree m the update
count becomes that of exact diagonalization.

Symbols: h grid spacing, alpha mixing fraction, m filter degree, T_m Chebyshev
polynomial, x energy mapped so that the damped interval becomes [-1, 1].
Hartree atomic units; the model has 8 electrons in 4 Gaussian wells.
"""
import numpy as np
from scipy.linalg import eigh, eigvals, qr

rng = np.random.default_rng(7)

# ---------- model ----------
n_grid, box = 124, 20.0
h = box / (n_grid + 1)
x_grid = -box / 2 + h * np.arange(1, n_grid + 1)
centres = np.array([-5.0, -2.0, 1.5, 5.0])
depth, width, repulsion, decay = 3.0, 0.8, 1.0, 1.0
n_occ, n_block = 4, 6
alpha_main, alpha_slow = 0.6, 0.3
target = 1e-8

kinetic = (np.diag(np.full(n_grid, 1 / h**2))
           - np.diag(np.full(n_grid - 1, 0.5 / h**2), 1)
           - np.diag(np.full(n_grid - 1, 0.5 / h**2), -1))
bumps = np.exp(-(x_grid[:, None] - centres)**2 / (2 * width**2))
v_ext = -depth * bumps.sum(axis=1)
kernel = repulsion * np.exp(-np.abs(x_grid[:, None] - x_grid) / decay)
rho_guess = (2 * bumps / (h * bumps.sum(axis=0))).sum(axis=1)


def hamiltonian(rho):
    """Matrix and a safe upper bound of its spectrum."""
    v = v_ext + h * kernel @ rho
    return kinetic + np.diag(v), 2 / h**2 + v.max()


def density(orbitals):
    return 2 * np.sum(orbitals[:, :n_occ]**2, axis=1) / h


def chebyshev_filter(ham, block, m, low, high):
    centre, half = (high + low) / 2, (high - low) / 2
    previous, current = block, (ham @ block - centre * block) / half
    for _ in range(m - 1):
        previous, current = current, (
            2 * (ham @ current - centre * current) / half - previous)
    return current


def rayleigh_ritz(ham, block):
    q, _ = qr(block, mode="economic")
    small = q.T @ ham @ q
    values, vectors = eigh((small + small.T) / 2)
    return values, q @ vectors


def update(rho, block, low, m, alpha):
    """One density update; m=None means exact diagonalization."""
    ham, high = hamiltonian(rho)
    if m is None:
        values, vectors = eigh(ham)
        values, block = values[:n_block], vectors[:, :n_block]
    else:
        values, block = rayleigh_ritz(
            ham, chebyshev_filter(ham, block, m, low, high))
    change = density(block) - rho
    return rho + alpha * change, block, values[-1], h * np.abs(change).sum()


# ---------- reference fixed point from exact diagonalization ----------
rho_ref = rho_guess.copy()
for _ in range(120):
    rho_ref, _, _, reference_residual = update(rho_ref, None, None, None,
                                               alpha_main)
assert reference_residual < 1e-11
ham_ref, high_ref = hamiltonian(rho_ref)
eps, phi = eigh(ham_ref)
low_ref = eps[n_block - 1]
assert eps[n_occ] - eps[n_occ - 1] > 0.05
assert high_ref >= eps[-1]


# ---------- closed form of the filter against the matrix recurrence ----------
def filter_value(energy, m):
    x = (energy - (high_ref + low_ref) / 2) / ((high_ref - low_ref) / 2)
    inside = np.cos(m * np.arccos(np.clip(x, -1, 1)))
    outside = np.sign(x)**m * np.cosh(m * np.arccosh(np.maximum(np.abs(x), 1)))
    return np.where(np.abs(x) <= 1, inside, outside)


for m in (3, 12):
    acted = phi.T @ chebyshev_filter(ham_ref, phi, m, low_ref, high_ref)
    assert np.max(np.abs(acted - np.diag(filter_value(eps, m)))) < 1e-8

# ---------- an upper edge that is too low ruins the filter ----------
lowest_ritz = {}
start = rng.standard_normal((n_grid, n_block))
for name, high in (("safe", high_ref), ("short", 0.9 * eps[-1])):
    block = start.copy()
    for _ in range(15):
        values, block = rayleigh_ritz(
            ham_ref, chebyshev_filter(ham_ref, block, 8, low_ref, high))
    lowest_ritz[name] = values[0]
assert abs(lowest_ritz["safe"] - eps[0]) < 1e-4
assert lowest_ritz["short"] > 10

# ---------- linear map ----------
n_virt = n_grid - n_occ
pairs = (phi[:, n_occ:, None] * phi[:, None, :n_occ]).reshape(n_grid, -1)
gaps = (eps[n_occ:, None] - eps[None, :n_occ]).ravel()
to_density = 4 * pairs / h
response = -(pairs.T @ (h * kernel)) / gaps[:, None]


def damping(m):
    g = filter_value(eps[n_occ:], m)[:, None] / filter_value(eps[:n_occ], m)
    g[:n_block - n_occ] = 0.0
    return g.ravel()


def jacobian(m, alpha):
    g = damping(m)
    driven = (1 - g)[:, None] * response
    top = np.hstack([(1 - alpha) * np.eye(n_grid)
                     + alpha * to_density @ driven, alpha * to_density * g])
    return np.vstack([top, np.hstack([driven, np.diag(g)])])


dielectric = 1 - eigvals(to_density @ response)
assert np.max(np.abs(dielectric.imag)) < 1e-6
assert dielectric.real.min() > 1 - 1e-6
assert alpha_main * dielectric.real.max() < 2

# The true nonlinear algorithm, started slightly off the fixed point,
# must follow the linear map.
m_test, size = 6, 1e-7
rho = rho_ref + size * rng.standard_normal(n_grid)
block = phi[:, :n_block] + size * rng.standard_normal((n_grid, n_block))
coefficients = phi.T @ block
graph = coefficients[n_block:] @ np.linalg.inv(coefficients[:n_block])
z = np.zeros((n_virt, n_occ))
z[n_block - n_occ:] = graph[:, :n_occ]
state = np.concatenate([rho - rho_ref, z.ravel()])
jac_test = jacobian(m_test, alpha_main)
linear_mismatch = 0.0
for _ in range(6):
    rho, block, _, _ = update(rho, block, low_ref, m_test, alpha_main)
    state = jac_test @ state
    actual = rho - rho_ref
    linear_mismatch = max(linear_mismatch,
                          np.linalg.norm(actual - state[:n_grid])
                          / np.linalg.norm(actual))
assert linear_mismatch < 1e-3


# ---------- one-mode illustration ----------
def one_mode_update(d, z_mode, a, g, kappa):
    z_new = g * z_mode + (1 - g) * (-kappa * d)
    return np.array([(1 - a) * d + a * z_new, z_new])


for _ in range(20):
    a, g, kappa = rng.uniform(0.1, 1), rng.uniform(-0.9, 0.9), rng.uniform(0, 4)
    matrix = np.column_stack([one_mode_update(1, 0, a, g, kappa),
                              one_mode_update(0, 1, a, g, kappa)])
    for mu in np.linalg.eigvals(matrix):
        value = mu**2 - (1 - a + g - a * (1 - g) * kappa) * mu + g * (1 - a)
        assert abs(value) < 1e-10


# ---------- self-consistent runs ----------
def run(m, alpha):
    rho = rho_guess.copy()
    values, vectors = eigh(hamiltonian(rho)[0])
    block, low = vectors[:, :n_block], values[n_block - 1]
    errors, residuals = [h * np.abs(rho - rho_ref).sum()], []
    while errors[-1] > 1e-10:
        assert len(errors) < 4000, "no convergence"
        rho, block, low, residual = update(rho, block, low, m, alpha)
        errors.append(h * np.abs(rho - rho_ref).sum())
        residuals.append(residual)
    errors = np.array(errors)
    count = int(np.argmax(errors < target))
    first, last = int(np.argmax(errors < 1e-4)), len(errors) - 1
    rate = (errors[last] / errors[first])**(1 / (last - first))
    return dict(count=count, rate=rate, start=errors[0],
                ratio=errors[count] / residuals[count],
                local=errors[count + 1] / errors[count])


degrees = (2, 3, 4, 6, 8, 10, 15, 20, 40)
exact = run(None, alpha_main)
exact_radius = np.max(np.abs(1 - alpha_main * dielectric))
runs, radius, products = {}, {}, {}
for m in degrees:
    runs[m] = run(m, alpha_main)
    radius[m] = np.max(np.abs(eigvals(jacobian(m, alpha_main))))
    products[m] = runs[m]["count"] * n_block * (m + 1)
slow_degrees = (2, 8, 40)
slow = {m: run(m, alpha_slow)["count"] for m in slow_degrees}
slow_exact = run(None, alpha_slow)["count"]
best = min(products, key=products.get)

# ---------- output ----------
print(f"grid points {n_grid}, spacing h = {h:.3f} bohr, box {box:.0f} bohr")
print("well centres (bohr):", *centres)
print(f"well depth {depth} hartree, width {width} bohr")
print(f"repulsion {repulsion} hartree, decay length {decay} bohr")
print(f"occupied orbitals {n_occ}, carried vectors {n_block}")
print(f"mixing alpha = {alpha_main}, target error {target:.0e} electron")
print("levels 1-4 (hartree):", *[f"{e:.4f}" for e in eps[:4]])
print("levels 5-8 (hartree):", *[f"{e:.4f}" for e in eps[4:8]])
print(f"largest eigenvalue {eps[-1]:.3f}, bound b {high_ref:.3f} hartree")
print(f"lowest Ritz value, safe b: {lowest_ritz['safe']:.4f} hartree")
print(f"lowest Ritz value, b 10% short: {lowest_ritz['short']:.2f} hartree")
print(f"largest dielectric eigenvalue {dielectric.real.max():.4f}")
print(f"linear map vs algorithm, relative mismatch {linear_mismatch:.1e}")
print(f"initial density error {exact['start']:.4f} electron")
print("edge g = T_m(level 7)/T_m(level 4); est = updates from radius")
print("  m updates  est  H-products  edge g  radius  observed rate")
for m in degrees:
    edge = float(filter_value(eps[n_block], m) / filter_value(eps[n_occ - 1], m))
    estimate = np.log(target / runs[m]["start"]) / np.log(radius[m])
    print(f"{m:3d} {runs[m]['count']:6d} {estimate:6.1f} {products[m]:8d}"
          f"   {edge:8.4f} {radius[m]:7.4f} {runs[m]['rate']:7.4f}")
print(f"exact diagonalization: {exact['count']} updates,"
      f" radius {exact_radius:.4f}, observed {exact['rate']:.4f}")
print(f"fewest H-products among degrees tried: m = {best}")
print(f"error/residual at target, m=2: {runs[2]['ratio']:.3f}")
print(f"alpha/(1-mu) from local rate, m=2:"
      f" {alpha_main / (1 - runs[2]['local']):.3f}")
print(f"error/residual at target, exact: {exact['ratio']:.3f}")
for m in slow_degrees:
    print(f"alpha = {alpha_slow}, m = {m}: {slow[m]} updates")
print(f"alpha = {alpha_slow}, exact diagonalization: {slow_exact} updates")

# ---------- tests on the measured runs ----------
for m in degrees:
    # The upper margin allows for a finite observation window; the lower one
    # for slow high-energy modes that the smooth start hardly excites.
    assert radius[m] - 0.12 < runs[m]["rate"] < radius[m] + 0.03, m
assert abs(exact["rate"] - exact_radius) < 0.05
assert runs[2]["count"] > 2 * exact["count"]
assert abs(runs[40]["count"] - exact["count"]) <= 1
assert abs(slow[40] - slow_exact) <= 1
assert slow_exact > 1.5 * exact["count"]
# Several modes with similar rates survive at the target, hence 25 percent.
single_mode_ratio = alpha_main / (1 - runs[2]["local"])
assert abs(runs[2]["ratio"] / single_mode_ratio - 1) < 0.25

print("finished without a failed check")
```

Output:

```
grid points 124, spacing h = 0.160 bohr, box 20 bohr
well centres (bohr): -5.0 -2.0 1.5 5.0
well depth 3.0 hartree, width 0.8 bohr
repulsion 1.0 hartree, decay length 1.0 bohr
occupied orbitals 4, carried vectors 6
mixing alpha = 0.6, target error 1e-08 electron
levels 1-4 (hartree): -0.8620 -0.8513 -0.7701 -0.6984
levels 5-8 (hartree): 0.1875 0.2324 0.3839 0.5045
largest eigenvalue 78.036, bound b 78.452 hartree
lowest Ritz value, safe b: -0.8620 hartree
lowest Ritz value, b 10% short: 77.30 hartree
largest dielectric eigenvalue 1.5201
linear map vs algorithm, relative mismatch 5.8e-06
initial density error 1.9460 electron
edge g = T_m(level 7)/T_m(level 4); est = updates from radius
  m updates  est  H-products  edge g  radius  observed rate
  2    125  207.7     2250     0.8980  0.9122  0.8872
  3     59   95.6     1416     0.7906  0.8189  0.7691
  4     35   56.5     1050     0.6686  0.7132  0.6385
  6     20   28.2      840     0.4358  0.5081  0.4107
  8     19   20.8     1026     0.2590  0.4000  0.3832
 10     19   20.8     1254     0.1425  0.4000  0.3817
 15     19   20.8     1824     0.0188  0.4000  0.3831
 20     19   20.8     2394    -0.0049  0.4000  0.3811
 40     19   20.8     4674    -0.0003  0.4000  0.3811
exact diagonalization: 19 updates, radius 0.4000, observed 0.3811
fewest H-products among degrees tried: m = 6
error/residual at target, m=2: 5.422
alpha/(1-mu) from local rate, m=2: 5.432
error/residual at target, exact: 0.986
alpha = 0.3, m = 2: 128 updates
alpha = 0.3, m = 8: 47 updates
alpha = 0.3, m = 40: 47 updates
alpha = 0.3, exact diagonalization: 47 updates
finished without a failed check
```
